# Isothermal Laminar Gas Flow and Residence Time in a Narrow Tube: a program that tests the result

```python
# Result under test: steady isothermal laminar flow of an ideal gas in a long
# round tube has molar rate
#     n = pi a^4 (p1^2 - p2^2) / (16 mu R T L)
# a: radius, L: length, p1, p2: inlet and outlet pressure, mu: viscosity,
# T: temperature, R: gas constant. Inertia and wall slip are neglected.
# Independent road: finite-volume radial profiles and a numerical march along
# the tube, with the rate found by matching the inlet pressure.
# SI units are used inside; engineering units are used for printing.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson
from scipy.linalg import solve_banded
from scipy.optimize import brentq

R = const.R
torr = const.torr
sccm = const.atm * 1e-6 / (R * const.zero_Celsius) / 60.0  # mol/s

# Example: methane feed capillary; gas properties are rough typical values
radius, length, temperature = 75e-6, 1.0, 300.0
p_in, p_out = 760 * torr, 100 * torr
viscosity = 1.1e-5          # Pa s
molar_mass = 0.01604        # kg/mol
conductivity = 0.034        # W/(m K)
virial_B = -42e-6           # m^3/mol
viscosity_exponent = 0.9    # viscosity grows roughly as T^0.9
area = np.pi * radius**2
RT = R * temperature


def molar_rate(p1, p2, mu=viscosity, T=temperature):
    return np.pi * radius**4 * (p1**2 - p2**2) / (16 * mu * R * T * length)


# Radial problem in s = r/a: (1/s) d(s dy/ds)/ds = -source,
# with wall value y(1) = -slip * dy/ds
cells = 400
h = 1.0 / cells
faces = np.arange(cells + 1) * h
s = (np.arange(cells) + 0.5) * h


def radial_solution(source, slip=0.0):
    bands = np.zeros((3, cells))
    bands[0, 1:] = -faces[1:-1] / h
    bands[2, :-1] = -faces[1:-1] / h
    bands[1] = (faces[:-1] + faces[1:]) / h
    bands[1, -1] = faces[-2] / h + 1.0 / (h / 2 + slip)
    return solve_banded((1, 1), bands, source * s * h)


def section_mean(y):
    return 2 * np.sum(y * s) * h


uniform = np.ones(cells)
profile = radial_solution(uniform)
plain_mean = section_mean(profile)
assert np.max(np.abs(profile - (1 - s**2) / 4)) < 1e-5
assert abs(plain_mean * 8 - 1) < 1e-4

# Slip raises the local flow by the factor 1 + 4 lambda/a
test_slip = 0.03
slip_mean = section_mean(radial_solution(uniform, test_slip))
assert abs(slip_mean / plain_mean - (1 + 4 * test_slip)) < 1e-4

# First-order effect of inertia: force density rho U U' f^2, f = u/U
shape = profile / plain_mean
inertia_factor = section_mean(radial_solution(shape**2)) / plain_mean
momentum_factor = section_mean(shape**2)
assert abs(inertia_factor - 2) < 1e-3
assert abs(momentum_factor - 4 / 3) < 1e-3

# Expansion cooling and viscous heating, in units of mu U^2 / a^2
slope = np.gradient(shape, h, edge_order=2)
heat_source = -shape / plain_mean + slope**2
assert abs(section_mean(heat_source)) < 1e-2
axis_excess = radial_solution(heat_source)[0]
assert abs(axis_excess + 2) < 5e-3


def march(p1, p2, lambda_p=0.0, inertia=0.0, B=0.0):
    """Rate and pressure profile from a march from outlet to inlet."""
    upper = np.pi * radius**4 * (p1 - p2) * p1 / (8 * viscosity * RT * length)

    def integrate(fraction, dense=False):
        n = fraction * upper

        def gradient(x, state):
            p = state[0]
            speed = n * RT * (1 + B * p / RT) / (p * area)
            mean = plain_mean
            if lambda_p > 0:
                mean = section_mean(
                    radial_solution(uniform, lambda_p / (p * radius)))
            friction = viscosity * speed / (radius**2 * mean)
            mass_flux = n * molar_mass / area
            return [-friction / (1 - inertia * mass_flux * speed / p)]

        return solve_ivp(gradient, (length, 0.0), [p2], method="DOP853",
                         rtol=1e-9, atol=1e-6, dense_output=dense)

    def mismatch(fraction):
        return integrate(fraction).y[0, -1] / p1 - 1

    fraction = brentq(mismatch, p2 / p1, 1.0)
    return fraction * upper, integrate(fraction, True).sol


# Main result for three outlet pressures
for outlet in (p_out, p_out / 2, 0.9 * p_in):
    marched, _ = march(p_in, outlet)
    assert abs(marched / molar_rate(p_in, outlet) - 1) < 1e-4

rate = molar_rate(p_in, p_out)
base_rate, pressure = march(p_in, p_out)
D2 = p_in**2 - p_out**2
D3 = p_in**3 - p_out**3

# Pressure profile and residence time
x = np.linspace(0, length, 20001)
p_numeric = pressure(x)[0]
p_formula = np.sqrt(p_in**2 - D2 * x / length)
assert np.max(np.abs(p_numeric / p_formula - 1)) < 1e-4
time_numeric = simpson(p_numeric * area / (base_rate * RT), x=x)
residence = 32 * viscosity * length**2 * D3 / (3 * radius**2 * D2**2)
assert abs(time_numeric / residence - 1) < 1e-4

# Neglected effects: first-order formulas against the march
lambda_p = viscosity * np.sqrt(np.pi * RT / (2 * molar_mass))
reynolds = 2 * rate * molar_mass / (np.pi * radius * viscosity)
slip_gain = 8 * lambda_p / (radius * (p_in + p_out))
inertia_change = -reynolds * radius / length * np.log(p_in / p_out) / 8
virial_change = -2 * virial_B * D3 / (3 * RT * D2)
for options, predicted in (
        ({"lambda_p": lambda_p}, slip_gain),
        ({"inertia": inertia_factor}, inertia_change),
        ({"B": virial_B}, virial_change)):
    shifted, _ = march(p_in, p_out, **options)
    found = shifted / base_rate - 1
    # 2 percent covers second-order terms and the radial grid
    assert abs(found - predicted) < 0.02 * abs(predicted)

speed_in = rate * RT / (p_in * area)
speed_out = rate * RT / (p_out * area)
local_inertia = 2 * molar_mass * speed_out**2 / RT
axis_cooling = 2 * viscosity * speed_out**2 / conductivity
knudsen_out = lambda_p / (p_out * radius)
assert reynolds < 2000 and local_inertia < 0.05 and knudsen_out < 0.01

warm_T = temperature + 10
warm_mu = viscosity * (warm_T / temperature)**viscosity_exponent
warm_change = molar_rate(p_in, p_out, warm_mu, warm_T) / rate - 1
half_rate = molar_rate(p_in, p_out / 2)
coefficient = rate / D2 * torr**2
inlet_density_factor = 2 * p_in / (p_in + p_out)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("INPUTS (gas properties rough)")
show("tube radius", radius * 1e6, "um")
show("tube length", length, "m")
show("temperature", temperature, "K")
show("inlet pressure", p_in / torr, "Torr")
show("outlet pressure", p_out / torr, "Torr")
show("CH4 viscosity", viscosity * 1e6, "uPa s")
show("CH4 molar mass", molar_mass * 1e3, "g/mol")
show("CH4 thermal conductivity", conductivity, "W/(m K)")
show("CH4 second virial coefficient", virial_B * 1e6, "cm^3/mol")
show("viscosity temperature exponent", viscosity_exponent)
print("RESULTS")
show("pi a^4/(16 mu R T L)", coefficient * 1e6, "umol/(s Torr^2)")
show("p1^2 - p2^2", D2 / torr**2, "Torr^2", 6)
show("molar rate, formula", rate * 1e6, "umol/s")
show("molar rate, numerical march", base_rate * 1e6, "umol/s")
show("one sccm", sccm * 1e6, "umol/s")
show("molar rate, formula", rate / sccm, "sccm")
show("overestimate factor with inlet density", inlet_density_factor)
show("midpoint pressure", np.sqrt(p_in**2 - D2 / 2) / torr, "Torr")
show("mean speed at inlet", speed_in, "m/s", 3)
show("mean speed at outlet", speed_out, "m/s", 3)
show("mean residence time in tube", residence, "s", 3)
show("residence time, numerical march", time_numeric, "s", 3)
show("halved outlet pressure", p_out / 2 / torr, "Torr")
show("rate at halved outlet pressure", half_rate / sccm, "sccm")
show("its change in rate", 100 * (half_rate / rate - 1), "%", 3)
print("VALIDITY AND NEGLECTED EFFECTS")
show("Reynolds number", reynolds, "", 3)
show("Reynolds number times a/L", reynolds * radius / length, "", 3)
show("mean free path at outlet", lambda_p / p_out * 1e6, "um", 3)
show("mean free path / radius at outlet", knudsen_out, "", 3)
show("2 rho U^2/p at outlet", local_inertia, "", 3)
show("inertia factor, radial solution", inertia_factor)
show("momentum-flux factor, radial solution", momentum_factor)
show("rate change from slip", 100 * slip_gain, "%", 2)
show("rate change from inertia", 100 * inertia_change, "%", 2)
show("rate change from non-ideality", 100 * virial_change, "%", 2)
show("axis colder than wall at outlet by", axis_cooling, "K", 2)
show("rate change for 10 K warmer tube", 100 * warm_change, "%", 2)
print("all good")
```

Printed output:

```
INPUTS (gas properties rough)
tube radius: 75 um
tube length: 1 m
temperature: 300 K
inlet pressure: 760 Torr
outlet pressure: 100 Torr
CH4 viscosity: 11 uPa s
CH4 molar mass: 16.04 g/mol
CH4 thermal conductivity: 0.034 W/(m K)
CH4 second virial coefficient: -42 cm^3/mol
viscosity temperature exponent: 0.9
RESULTS
pi a^4/(16 mu R T L): 4.025e-06 umol/(s Torr^2)
p1^2 - p2^2: 567600 Torr^2
molar rate, formula: 2.284 umol/s
molar rate, numerical march: 2.284 umol/s
one sccm: 0.7436 umol/s
molar rate, formula: 3.072 sccm
overestimate factor with inlet density: 1.767
midpoint pressure: 542 Torr
mean speed at inlet: 3.18 m/s
mean speed at outlet: 24.2 m/s
mean residence time in tube: 0.213 s
residence time, numerical march: 0.213 s
halved outlet pressure: 50 Torr
rate at halved outlet pressure: 3.113 sccm
its change in rate: 1.32 %
VALIDITY AND NEGLECTED EFFECTS
Reynolds number: 28.3
Reynolds number times a/L: 0.00212
mean free path at outlet: 0.408 um
mean free path / radius at outlet: 0.00544
2 rho U^2/p at outlet: 0.00752
inertia factor, radial solution: 2
momentum-flux factor, radial solution: 1.333
rate change from slip: 0.51 %
rate change from inertia: -0.054 %
rate change from non-ideality: 0.12 %
axis colder than wall at outlet by: 0.38 K
rate change for 10 K warmer tube: -6 %
all good
```
